# Impedance of a Capacitor Strip with an Edge-Fed Resistive Electrode

## What scaling and reality fix

A capacitor strip occupies $0<x<L$ and has width $W$. Its dielectric has thickness $d$ and permittivity $\varepsilon$. The top electrode is a thin resistive film of sheet resistance $R_s$, held at one potential along the whole edge $x=0$. The edge $x=L$ is open, and the bottom electrode is an ideal ground. Define the end-to-end resistance of the film and the total capacitance,

$$R=\frac{R_sL}{W},\qquad C=\frac{\varepsilon WL}{d}. \tag{1}$$

Voltages and currents are complex amplitudes multiplying $e^{+i\omega t}$, so a capacitor has impedance $1/(i\omega C)$, and a negative impedance phase means that the current leads the voltage.

If the response is linear and $R$, $C$ and $\omega$ are the only parameters that matter, dimensions require $Z$ to be $R$ times a function of $\omega RC$. More can be said. Frequency enters the circuit equations only through time derivatives, as $i\omega$. If the drive were a growing real exponential $e^{\lambda t}$ with $\lambda>0$, the same equations would have real coefficients, and a positive voltage would draw a positive current. Hence

$$Z=R\,F(z),\qquad z=i\omega RC, \tag{2}$$

where $F$ is real and positive for positive real $z$.

At high frequency the signal dies out before it reaches the open end, so $Z$ cannot depend on $L$. Both $R$ and $C$ are proportional to $L$. If $F\to Az^{p}$, then $Z\propto L^{1+2p}$, which requires $p=-1/2$. The constant $A$ is real and positive, so the phase is that of $i^{-1/2}$, namely $-45^\circ$. At low frequency the leading term must be $1/(i\omega C)$, or $F\simeq1/z$. A constant next term in $F$ is real and acts as a series resistance. Its value, and the behaviour between the limits, require the solution of the strip equations.

## The strip equations

Let $V(x)$ be the potential of the film and $I(x)$ the current flowing in it towards positive $x$. A length $dx$ of film has resistance $R_s\,dx/W=(R/L)\,dx$, and the potential falls in the direction of the current:

$$\frac{dV}{dx}=-\frac{R}{L}\,I. \tag{3}$$

For a thin dielectric the vertical field is $V/d$, and the charge per unit length is $\varepsilon WV/d=(C/L)V$. The current lost between $x$ and $x+dx$ charges that element, so

$$\frac{dI}{dx}=-\frac{i\omega C}{L}\,V. \tag{4}$$

The thin-layer step can be checked from Laplace's equation. Let $y$ run from the ground plane, $y=0$, to the film, $y=d$. The first approximation $\phi=Vy/d$ leaves $\partial_x^2\phi=V''y/d$ uncancelled. The correction that cancels it and vanishes on both electrodes gives

$$\phi=\frac{Vy}{d}-\frac{V''}{6d}\,(y^3-d^2y),\qquad
\left.\frac{\partial\phi}{\partial y}\right|_{y=d}=\frac Vd-\frac{V''d}{3}. \tag{5}$$

Away from the edges, the relative change of the charge is therefore $V''d^2/(3V)$ in magnitude. By (6) below, this is $\omega RC(d/L)^2/3$.

This is the local error of the charge. The error of $Z$ also depends on how $Z$ varies with $C$ and on the field near the edges. A two-dimensional field calculation with no normal field at the side walls, at $\omega RC=10$, differs from the strip result by $4.6\times10^{-3}$ for $d/L=0.05$ and by $1.2\times10^{-3}$ for $d/L=0.025$, relative to $|Z|$. These values come from a grid with eight layers across the dielectric, which makes them about 2% too large. The error falls nearly fourfold when $d$ is halved, and without the grid error it lies 8 to 10% above $\omega RC(d/L)^2/6$.

Equations (3) and (4) also neglect inductance, fringing fields, and the resistance of the contact and feed. The dielectric is taken as lossless until loss is added below.

## Solution and the coth law

Differentiating (3) and inserting (4) gives

$$\frac{d^2V}{dx^2}=-\frac RL\frac{dI}{dx}=\frac{i\omega RC}{L^2}V. \tag{6}$$

With

$$q=\sqrt{i\omega RC},\qquad \operatorname{Re}q>0, \tag{7}$$

this reads $V''=(q/L)^2V$. Measuring distance from the open end, the general solution is

$$V=a\cosh\!\left[q\left(1-\frac xL\right)\right]+b\sinh\!\left[q\left(1-\frac xL\right)\right].$$

No current leaves at $x=L$, so (3) requires $V'(L)=-bq/L=0$, and hence $b=0$. The feed condition $V(0)=V_0$ gives $a=V_0/\cosh q$. Therefore

$$V(x)=V_0\frac{\cosh[q(1-x/L)]}{\cosh q}. \tag{8}$$

Differentiation brings down a factor $-q/L$, which cancels the minus sign in (3):

$$I(x)=-\frac LR\frac{dV}{dx}=\frac{V_0q}{R}\,\frac{\sinh[q(1-x/L)]}{\cosh q}. \tag{9}$$

At the feed, $I_0=I(0)=(V_0q/R)\tanh q$. The input impedance is

$$\boxed{Z=\frac{V_0}{I_0}=R\,\frac{\coth q}{q}}. \tag{10}$$

This expression is even in $q$, so it depends on $q^2=z$ alone, as (2) requires.

As an independent check, the strip was replaced by a ladder of 2000 resistor-capacitor sections, whose impedance was built up from the open end by series and parallel combination. At six values of $\omega RC$ between 0.01 and 140, the largest difference from (10) was $4.4\times10^{-6}$ of $|Z|$.

## Low frequency: the resistance R/3

Expand numerator and denominator in $z=q^2$:

$$\frac{\coth q}{q}=\frac{\cosh q}{q\sinh q}
=\frac1z\;\frac{1+z/2+z^2/24+z^3/720+\cdots}{1+z/6+z^2/120+z^3/5040+\cdots}. \tag{11}$$

Call the last quotient $1+\alpha z+\beta z^2+\gamma z^3+\cdots$. Multiplying by the denominator and comparing powers gives

$$\begin{aligned}
\alpha&=\frac12-\frac16=\frac13,\\
\beta&=\frac1{24}-\frac{\alpha}{6}-\frac1{120}=-\frac1{45},\\
\gamma&=\frac1{720}-\frac{\beta}{6}-\frac{\alpha}{120}-\frac1{5040}=\frac2{945}.
\end{aligned}$$

Now $R/z=1/(i\omega C)$ and $z^2=-(\omega RC)^2$, so

$$Z=\frac1{i\omega C}+\frac R3-\frac{i\omega R^2C}{45}-\frac{2R(\omega RC)^2}{945}+\cdots. \tag{12}$$

The leading resistance is $R/3$, in series with the full capacitance. The third term is a negative reactance proportional to $\omega$. It has the opposite sign to an inductance and makes the series capacitance appear smaller.

The factor $1/3$ has a direct origin in the dissipated power. At low frequency the film is almost an equipotential, so each element draws the same charging current. Expanding the hyperbolic sines in (9) for small $q$ gives

$$I(x)\simeq I_0\left(1-\frac xL\right). \tag{13}$$

In a lossless dielectric all dissipation occurs in the film. Equating the mean input power to the Joule heat gives

$$\frac12|I_0|^2\operatorname{Re}Z=\frac12\int_0^L\frac RL|I|^2dx,$$

and therefore

$$\operatorname{Re}Z\simeq R\int_0^1(1-u)^2du=\frac R3. \tag{14}$$

Only the feed edge carries the full current, so the effective resistance is smaller than $R$.

Feeding both edges at the same potential gives a second case. By symmetry no current crosses the middle, so the strip acts as two open-ended halves in parallel, each with resistance $R/2$ and capacitance $C/2$. Each half has low-frequency series resistance $R/6$, and the pair has $R/12$. The second feed lowers this resistance by a factor of four.

## High frequency: the 45-degree phase

To separate real and imaginary parts, write

$$q=\frac{(1+i)s}{2},\qquad s=\sqrt{2\omega RC}. \tag{15}$$

Indeed $q^2=(2i)s^2/4=i\omega RC$. Multiply the numerator and denominator of $\coth q$ by $\sinh q^*$. Since $q+q^*=s$ and $q^*-q=-is$, the product formulas give

$$\cosh q\,\sinh q^*=\tfrac12(\sinh s-i\sin s),\qquad
|\sinh q|^2=\tfrac12(\cosh s-\cos s).$$

Also $1/q=(1-i)/s$. Multiplying out $(1-i)(\sinh s-i\sin s)$,

$$Z=\frac Rs\,\frac{(\sinh s-\sin s)-i(\sinh s+\sin s)}{\cosh s-\cos s}. \tag{16}$$

With $\rho=\sin s/\sinh s$, the phase $\varphi$ obeys

$$\tan\varphi=-\frac{1+\rho}{1-\rho}=-\tan(45^\circ+\arctan\rho).$$

The real part of (16) is positive and $|\rho|<1$ for $s>0$, which fixes the branch:

$$\varphi=-45^\circ-\arctan\frac{\sin s}{\sinh s}. \tag{17}$$

For $s\to0$ the ratio tends to 1 and $\varphi\to-90^\circ$, as for a capacitor. For large $s$ the ratio vanishes and $\varphi\to-45^\circ$.

The approach is not monotonic. The phase first reaches $-45^\circ$ at $s=\pi$, or $\omega RC=\pi^2/2\simeq4.935$. It then passes beyond this value until $d\rho/ds=0$, which requires $\tan s=\tanh s$. The first positive root gives $\omega RC=7.709$ and $\varphi=-43.40^\circ$. At each such extremum $|\rho|=|\cos s|/\cosh s$, with $\cos^2s=1/(1+\tanh^2s)$, so successive deviations shrink.

When $s\gg1$, $\coth q\to1$ and

$$Z\to\frac Rq=\sqrt{\frac{R}{2\omega C}}\,(1-i)
=\frac1W\sqrt{\frac{R_sd}{i\omega\varepsilon}}. \tag{18}$$

The length has cancelled. The amplitude decays from the feed over

$$\ell=\frac{L}{\operatorname{Re}q}=\frac{2L}{s}, \tag{19}$$

so raising the frequency shortens the active part of the strip. Its resistance falls as $\omega^{-1/2}$. Its capacitance falls in the same way, so its reactance $1/(\omega C_{\rm active})$ also falls as $\omega^{-1/2}$. Resistance and reactance therefore keep a constant ratio, which (18) shows to be one.

## What a dielectric measurement reports

An instrument may report a parallel capacitance $C_p=\operatorname{Im}(1/Z)/\omega$. Inverting the series (12) through second order in $z$,

$$\frac1Z=\frac{i\omega C}{1+z/3-z^2/45+\cdots}
=i\omega C\left(1-\frac z3+\frac{2z^2}{15}+\cdots\right), \tag{20}$$

because $1/9+1/45=2/15$. Thus, at low frequency,

$$C_p=C\left[1-\frac{2(\omega RC)^2}{15}+\cdots\right],\qquad
\tan\delta_{\rm app}=-\frac{\operatorname{Re}Z}{\operatorname{Im}Z}\simeq\frac{\omega RC}{3}. \tag{21}$$

At high frequency (18) gives $C_p\to C/s$ and $\tan\delta_{\rm app}\to1$. A falling capacitance with a rising loss can resemble dielectric relaxation, although here $\varepsilon$ is constant. Strip length distinguishes the two: $RC=R_s\varepsilon L^2/d$, so with an ideal feed the electrode effect moves in frequency as $L^{-2}$ when the layers are held fixed, whereas a relaxation of the material itself does not.

A real dielectric has its own loss tangent, $\tan\delta$. Replacing $C$ by $C(1-i\tan\delta)$ adds the positive conductance $\omega C\tan\delta$. The first two terms of (12) then give

$$R_{\rm ser}\simeq\frac R3+\frac{\tan\delta}{\omega C(1+\tan^2\delta)}. \tag{22}$$

If $C$ and $\tan\delta$ are nearly constant, the second term varies as $1/f$, where $f=\omega/2\pi$. It cancels from $f_2R_{\rm ser}(f_2)-f_1R_{\rm ser}(f_1)$, leaving

$$\frac R3\simeq\frac{f_2R_{\rm ser}(f_2)-f_1R_{\rm ser}(f_1)}{f_2-f_1}. \tag{23}$$

At high frequency the factor $1-i\tan\delta$ has phase $-\delta$ and stands under the inverse square root in (18). The limiting phase becomes $-45^\circ+\delta/2$.

## A capacitor with a TaN electrode

Take a TaN film 20 nm thick with a rough typical resistivity of 250 µΩ cm, on a 10 nm oxide of relative permittivity 20. This permittivity describes the whole stack, including any electrode screening. The strip is 100 µm long and 200 µm wide. Then

$$R_s=\frac{250\ \mu\Omega\,\mathrm{cm}}{20\ \mathrm{nm}}=125\ \Omega,\qquad
R=125\ \Omega\times\frac{100}{200}=62.5\ \Omega,$$

and $R/3=20.8\ \Omega$. The capacitance is 354 pF, or 1.77 µF/cm², so $RC=22.1$ ns. For a lossless dielectric:

| $f$ (MHz) | $\operatorname{Re}Z$ (Ω) | $\operatorname{Im}Z$ (Ω) | Phase | $C_p/C$ |
|---:|---:|---:|---:|---:|
| 0.1 | 20.83 | −4494 | −89.7° | 1.000 |
| 1 | 20.83 | −449.6 | −87.3° | 0.997 |
| 10 | 20.58 | −46.8 | −66.3° | 0.804 |
| 100 | 12.02 | −11.8 | −44.5° | 0.187 |
| 1000 | 3.75 | −3.75 | −45.0° | 0.060 |

The resistance stays within 1% of $R/3$ up to 9.1 MHz, where the phase is already far from $-90^\circ$. For this lossless strip with an ideal feed, the phase stays within $2^\circ$ of $-45^\circ$ above 29 MHz. The value at 100 MHz lies on the far side of $-45^\circ$, as (17) predicts. At 1 GHz the decay length is 12 µm, so most of the strip is inactive.

Dielectric loss matters most at the low end. With a rough $\tan\delta=0.005$, the series resistance is 43.30 Ω at 0.1 MHz and 23.08 Ω at 1 MHz. Equation (23) recovers

$$\frac R3\simeq\frac{1\times23.08-0.1\times43.30}{1-0.1}\ \Omega=20.83\ \Omega.$$

This recovery assumes constant $C$ and $\tan\delta$ and an ideal feed. In a causal dielectric a constant $\tan\delta=0.005$ makes $C$ fall by about 0.7% per decade, which shifts the extracted value to 20.85 Ω. A constant contact or feed resistance is not removed by (23) and adds directly to the extracted value; the rough contact and bar values given below would add 0.38 Ω, and any film between the contact and the capacitor edge adds more. If $\tan\delta$ were 20% larger at 1 MHz than at 0.1 MHz, the loss part at 1 MHz would rise by $0.2\times2.25=0.45\ \Omega$, and the extracted value by $0.45/0.9=0.5\ \Omega$.

With the rough values that follow, the ideal feed is the first assumption to fail at high frequency in this example. The feed bar and its contact are taken to lie outside the ground plane. Over the same oxide, the bar would add about 71 pF in parallel with the strip, which would lower the value extracted by (23) to about 15 Ω and make the 1 GHz phase much more capacitive. A rough contact resistivity of $10^{-7}$ Ω cm² gives 0.18 Ω, a metal feed bar 500 nm thick and 20 µm wide, with a resistivity of 3 µΩ cm and fed at one end, adds about 0.20 Ω, and a 20 pH lead adds 0.13 Ω of reactance at 1 GHz. Together with the dielectric loss, they move the 1 GHz phase from $-45.0^\circ$ to $-41.2^\circ$. This leaves out two further feed terms. The film between the contact and the edge of the ground plane adds $R_s/W=0.625\ \Omega$ per µm of gap, so a 1 µm gap raises the value extracted by (23) to 21.8 Ω and moves the 1 GHz phase to about $-37^\circ$. The inductance of the bar itself, roughly 20 pH effective if the current returns along the adjacent ground plane, adds about another degree. Thus the $-45^\circ$ region also has an upper limit, reached when $|Z|$ is no longer large compared with the feed impedance. Even with only the contact, bar resistance, lead and loss included, the phase leaves the $2^\circ$ band above about 0.35 GHz, and also between about 45 and 80 MHz, where the feed shift adds to the overshoot. The resistivity of TaN depends strongly on composition, and $R/3$ scales with it. A rough temperature coefficient of −300 ppm/K lowers $R/3$ by 3% between 300 and 400 K.

The other estimated corrections are smaller here. The thin-layer error is about $2\times10^{-7}$ at 1 GHz, fringing adds roughly 0.1% or less to the capacitance, depending on the surrounding dielectric and the extent of the ground plane, and the bottom metal has $5\times10^{-4}$ of the film's sheet resistance. A 30 mV signal produces 0.03 MV/cm, below 1% of a rough 4 MV/cm breakdown field. Direct tunnelling is negligible for a rough 2 eV barrier, but this estimate does not cover leakage through defects. The remaining values are in the numerical output.

## Computed results

```
Largest relative difference, ladder and coth law: 4.4e-06
Ladder Re Z/R at omega*R*C=0.01: 0.333333
Ladder mean squared current ratio there: 0.333333
First -45 degree crossing, ladder: omega*R*C = 4.9348
Phase maximum: -43.403 degree at omega*R*C = 7.709
2D field, omega*R*C = 10: relative differences from line
  d/L=0.050: 4.586e-03; d/L=0.025: 1.171e-03
Strip length, width: 100, 200 um
Oxide: 10 nm, relative permittivity 20
TaN: 20 nm, 250 uohm cm (rough)
TaN sheet resistance: 125.0 ohm per square
R = 62.50 ohm; R/3 = 20.83 ohm
C = 354.2 pF; C/area = 1.771 uF/cm2
RC = 22.14 ns; 1/(2 pi RC) = 7.190 MHz
Re Z is 1% below R/3 at omega*R*C=1.265, 9.10 MHz
Phase stays within 2 degree of -45 above omega*R*C=4.031
  which is 28.98 MHz
Lossless strip: f/MHz, omega*R*C, Re Z/ohm, Im Z/ohm, phase/degree,
  parallel capacitance/C, apparent loss tangent
     0.1    0.0139   20.833  -4493.795  -89.734  0.99997  0.00464
     1.0    0.1391   20.831   -449.571  -87.347  0.99743  0.04633
    10.0    1.3908   20.582    -46.835  -66.276  0.80419  0.43947
   100.0   13.9081   12.018    -11.811  -44.503  0.18693  1.01749
  1000.0  139.0813    3.747     -3.747  -45.000  0.05996  1.00000
Dielectric loss tangent (rough): 0.005
Series resistance with loss, 0.1 MHz: 43.30 ohm
Series resistance with loss, 1 MHz: 23.08 ohm
R/3 extracted from these two: 20.83 ohm
Capacitance dispersion tied to this loss: 0.73 % per decade
Decay length at 1 GHz: 11.99 um
Contact resistivity (rough): 1.0e-07 ohm cm2
Contact resistance: 0.177 ohm
Feed metal (rough): 3.0 uohm cm, 500 nm thick, 20 um wide
Feed-bar series resistance: 0.200 ohm
Lead inductance (rough): 20 pH, 0.126 ohm at 1 GHz
1 GHz phase with loss, contact, feed and lead: -41.15 degree
Bottom/top sheet resistance: 4.8e-04
Thin-layer relative error at 1 GHz: 2.3e-07
Internal inductive/resistive sheet impedance, 1 GHz: 3.3e-05
TaN skin depth at 1 GHz: 25.2 um
Fringing capacitance, uniform-medium estimate: 0.059 %
TaN temperature coefficient (rough): -300 ppm/K
R/3 change from 300 to 400 K: -3.0 %
Signal: 30 mV; field 0.030 MV/cm
Breakdown field (rough): 4 MV/cm; ratio 0.0075
Tunnel barrier, mass (rough): 2.0 eV, 0.2 electron masses
Tunnel/capacitive admittance at 0.1 MHz: 1.3e-20
```
